# Large-Z Coulomb hole of two-electron ions and its first correction

## Definitions and scaling

Take two electrons bound to a fixed point nucleus of charge $Z$ in the $1s^2$ singlet ground state, without relativity and in hartree atomic units. The **intracule** is the probability density of the interelectronic distance,

$$h(u)=\langle\Psi|\delta(u-r_{12})|\Psi\rangle,\qquad \int_0^\infty h(u)\,du=1 .$$

The **Coulomb hole** is $\Delta h=h_{\rm exact}-h_{\rm HF}$, where HF means restricted Hartree-Fock, and $E_c=E_{\rm exact}-E_{\rm HF}$ is the correlation energy. "Displaced charge" will mean the fraction of the pair probability removed from inside the first zero of $\Delta h$.

Measure lengths in units of $1/Z$, so that each old $\mathbf r$ becomes $\mathbf r/Z$. The kinetic energy gains a factor $Z^2$, the attraction $-Z/r$ becomes $-Z^2/r$, and the repulsion becomes $Z/r_{12}$. With $\lambda=1/Z$,

$$H=Z^2\left(H_0+\lambda V\right),\quad H_0=h(1)+h(2),\quad h=-\tfrac12\nabla^2-\tfrac1r,\quad V=\tfrac1{r_{12}} .$$

Large $Z$ is therefore weak repulsion. The scaled energy is expanded as $E/Z^2=E_0+\lambda E_1+\lambda^2E_2+\dots$. At $\lambda=0$,

$$\psi_0=\varphi_0(1)\varphi_0(2),\quad \varphi_0=e^{-r}/\sqrt\pi,\quad E_0=-1 .$$

This state is non-degenerate. I assume that the Hartree-Fock solution also has a power series in $\lambda$. All functions are real.

## First order: exact and Hartree-Fock

The exact correction, $\psi=\psi_0+\lambda\psi_1+\dots$, obeys

$$(H_0-E_0)\psi_1=-(V-E_1)\psi_0,\qquad \langle\psi_0|\psi_1\rangle=0. \tag{1}$$

To find $E_1=\langle\psi_0|V|\psi_0\rangle$ we need the potential of the charge density $\varphi_0^2=e^{-2r}/\pi$:

$$J(r)=\frac1r\int_0^r4x^2e^{-2x}dx+\int_r^\infty4xe^{-2x}dx .$$

The integrals are $1-e^{-2r}(1+2r+2r^2)$ and $e^{-2r}(1+2r)$, so

$$J=\frac1r-e^{-2r}\left(1+\frac1r\right),\qquad E_1=4\int_0^\infty r^2e^{-2r}J\,dr=4\left(\tfrac14-\tfrac1{32}-\tfrac1{16}\right)=\tfrac58 .$$

The Hartree-Fock orbital obeys $(h+\lambda J_\varphi)\varphi=\varepsilon\varphi$, where $J_\varphi$ is the potential of one electron in $\varphi$. Write $\varphi=\varphi_0+\lambda\varphi_1+\dots$ with $\langle\varphi_0|\varphi_1\rangle=0$. Since $J_\varphi$ already carries a factor $\lambda$, its zeroth-order form $J$ suffices:

$$(h+\tfrac12)\varphi_1=-(J-\tfrac58)\varphi_0 . \tag{2}$$

Projection on $\varphi_0$ fixed the constant $\tfrac58$. The Hartree-Fock pair function is $\psi_0+\lambda\Phi_1+\dots$, with $\Phi_1=\varphi_1(1)\varphi_0(2)+\varphi_0(1)\varphi_1(2)$.

Both energies are stationary with respect to their own wave functions. The Hellmann-Feynman theorem therefore gives $d(E/Z^2)/d\lambda=\langle V\rangle$ in each case. The terms linear in $\lambda$ are $2E_2=2\langle\psi_0|V|\psi_1\rangle$ and its Hartree-Fock counterpart, so

$$E_2=\langle\psi_0|V|\psi_1\rangle,\qquad E_2^{\rm HF}=\langle\psi_0|V|\Phi_1\rangle. \tag{3}$$

Since $E_0$ and $E_1$ are common to both, $E_c\to Z^2\lambda^2(E_2-E_2^{\rm HF})=E_2-E_2^{\rm HF}$, which is independent of $Z$.

## The Hartree-Fock response in closed form

Put $\varphi_1=\varphi_0f(r)$. Because $(h+\frac12)\varphi_0=0$, only terms with derivatives of $f$ survive on the left of (2). Multiplying by $\varphi_0$ gives

$$-\frac1{2r^2}\frac{d}{dr}\left(r^2\varphi_0^2f'\right)=-(J-\tfrac58)\varphi_0^2,$$

$$\left(r^2e^{-2r}f'\right)'=2r^2e^{-2r}(J-\tfrac58)=2\left[re^{-2r}-(r^2+r)e^{-4r}-\tfrac58r^2e^{-2r}\right].$$

Integration from zero yields

$$r^2e^{-2r}f'=2e^{-2r}\left(\tfrac{5r^2}{16}-\tfrac{3r}{16}-\tfrac3{32}\right)+2e^{-4r}\left(\tfrac{r^2}4+\tfrac{3r}8+\tfrac3{32}\right),$$

as differentiation confirms; the right side vanishes at $r=0$. Hence

$$f'=\frac58-\frac3{8r}-\frac3{16r^2}+e^{-2r}\left(\frac12+\frac3{4r}+\frac3{16r^2}\right). \tag{4}$$

To integrate the last term, use $(-e^{-2r}/r)'=e^{-2r}/r^2+2e^{-2r}/r$. This leaves $\frac38e^{-2r}/r$, whose integral is $-\frac38\Gamma(0,2r)$, with $\Gamma(0,x)=\int_x^\infty e^{-t}dt/t$. Thus

$$f=\frac{5r}8+\frac{3(1-e^{-2r})}{16r}-\frac{e^{-2r}}4-\frac38\left[\ln r+\Gamma(0,2r)\right]+C .$$

Orthogonality, $4\int r^2e^{-2r}f\,dr=0$, fixes $C$. With this weight the averages of $r$, $(1-e^{-2r})/r$ and $e^{-2r}$ are $\frac32$, $\frac34$ and $\frac18$. That of $\ln r$ is $\frac32-\gamma-\ln2$, where $\gamma$ is Euler's constant. Writing $\Gamma(0,2r)=\int_1^\infty e^{-2rt}dt/t$ gives its average as

$$\int_1^\infty\frac{dt}{t(1+t)^3}=\int_1^\infty\left[\frac1t-\frac1{1+t}-\frac1{(1+t)^2}-\frac1{(1+t)^3}\right]dt=\ln2-\tfrac58 .$$

Therefore $C=-\frac{15}{16}-\frac9{64}+\frac1{32}+\frac38(\frac78-\gamma)=-\frac{23}{32}-\frac{3\gamma}8$.

For the energy, (3) gives $E_2^{\rm HF}=2\langle\varphi_0|J|\varphi_1\rangle$. We may subtract $\frac58$ from $J$ by orthogonality, insert the differential equation and integrate by parts:

$$E_2^{\rm HF}=8\int_0^\infty r^2e^{-2r}(J-\tfrac58)f\,dr=4\int_0^\infty(r^2e^{-2r}f')'f\,dr=-4\int_0^\infty e^{-2r}(rf')^2dr .$$

Squaring $rf'$ from (4), the integrand $e^{-2r}(rf')^2$ is the sum of

- $e^{-2r}\left(\frac{25r^2}{64}-\frac{15r}{32}-\frac3{32}+\frac9{64r}+\frac9{256r^2}\right)$,
- $e^{-4r}\left(\frac{5r^2}8+\frac{9r}{16}-\frac{33}{64}-\frac{27}{64r}-\frac9{128r^2}\right)$,
- $e^{-6r}\left(\frac{r^2}4+\frac{3r}4+\frac34+\frac9{32r}+\frac9{256r^2}\right)$.

The terms without inverse powers integrate to $-\frac{17}{256}-\frac{19}{256}+\frac4{27}=\frac{13}{1728}$. The $1/r^2$ terms combine to $F/r^2$, with $F=\frac9{256}e^{-2r}(1-e^{-2r})^2$. As $F$ vanishes like $r^2$ at the origin, $\int F/r^2\,dr=\int F'/r\,dr$. Adding the original $1/r$ terms leaves

$$\frac9{128}\int_0^\infty\frac{e^{-2r}-2e^{-4r}+e^{-6r}}r\,dr=-\frac9{128}(\ln2-2\ln4+\ln6)=-\frac9{128}\ln\frac34 .$$

This uses $\int_0^\infty(e^{-ar}-e^{-br})dr/r=\ln(b/a)$. Multiplication by $-4$ gives

$$E_2^{\rm HF}=\frac9{32}\ln\frac34-\frac{13}{432}=-0.1110032\ \text{hartree}.$$

## The exact second-order energy

I give no closed form for $E_2$; a variational principle determines it numerically. For a trial function $\psi$ orthogonal to $\psi_0$, define

$$\mathcal F[\psi]=\langle\psi|H_0-E_0|\psi\rangle+2\langle\psi|V-E_1|\psi_0\rangle .$$

Insert $\psi=\psi_1+\delta$. The terms linear in $\delta$ cancel by (1), and $\mathcal F[\psi_1]=\langle\psi_1|V-E_1|\psi_0\rangle=E_2$. Hence $\mathcal F=E_2+\langle\delta|H_0-E_0|\delta\rangle\ge E_2$, because $E_0$ is the lowest eigenvalue.

The trial functions are $\psi_0$ times polynomials in $r_1+r_2$, $(r_1-r_2)^2$ and $r_{12}$. Total degree 7 gives $-0.1576634$ hartree and degree 9 gives $-0.1576658$ hartree. The change is about 0.002 millihartree, small enough for the present purpose. Thus

$$E_c\to-0.1576658+0.1110032=-0.046663\ \text{hartree},$$

or $-46.7$ millihartree ($-1.270$ eV).

## The limiting hole

Let $\chi=\psi_1-\Phi_1$. The two expansions share $\psi_0$, so their intracules cancel at zeroth order. In the scaled distance $x=Zu$, the difference is $\lambda D_1(x)+\lambda^2D_2(x)+\dots$, with

$$D_1(x)=2\langle\psi_0|\delta(x-r_{12})|\chi\rangle,\qquad \int_0^\infty D_1\,dx=2\langle\psi_0|\chi\rangle=0 .$$

A density in $u$ is $Z$ times the density in $x$. Therefore

$$\boxed{\Delta h(u)=D_1(Zu)+\frac1ZD_2(Zu)+O(Z^{-2})}\qquad(Zu\ \text{fixed}). \tag{5}$$

To leading order the hole keeps a fixed depth while its width shrinks as $1/Z$, so its area also falls as $1/Z$. The depth approaches its limit of about $0.087$ per bohr with a correction of order $1/Z$; it is about $0.085$ at $Z=10$ and $0.076$ at $Z=2$. If $a$ is the first zero of $D_1$ and $q=-\int_0^aD_1\,dx$, the leading hole radius is $a/Z$ and the displaced pair fraction is $q/Z$. The computed values are $a=1.746$ bohr and $q=0.0868$.

This displacement concerns the distance between the electrons. To see what happens to the one-electron density, define $g(\mathbf r_1)=\int\varphi_0(2)\psi_1\,d\mathbf r_2$ and project (1) on $\varphi_0(2)$. Since $h(2)$ acting to the left gives $-\frac12$,

$$(h+\tfrac12)g=-(J-\tfrac58)\varphi_0,\qquad\langle\varphi_0|g\rangle=\langle\psi_0|\psi_1\rangle=0 .$$

These are the conditions that determine $\varphi_1$, so $g=\varphi_1$. The same projection of $\Phi_1$ is also $\varphi_1$. Hence $\int\varphi_0(2)\chi\,d\mathbf r_2=0$, and the first-order density difference, $4\lambda\varphi_0(1)\int\varphi_0(2)\chi\,d\mathbf r_2$, vanishes. At this order correlation rearranges the pair while leaving the Hartree-Fock density in place.

The inner hole is not the whole sign pattern. $D_1$ is positive beyond $a$, but turns negative again near $x=6.0$ bohr. The two bases place this second zero at 6.02 and 6.04 bohr, and at $x=7$ bohr both give about $-0.0003$ per bohr. In the larger basis the outer deficit is $0.0006$ in the same measure as $q$, or 0.7% of $q$.

## Why the energy stays finite

Subtract the two formulas in (3) and sort the matrix element by distance:

$$E_2-E_2^{\rm HF}=\langle\psi_0|V|\chi\rangle=\frac12\int_0^\infty\frac{D_1(x)}x\,dx . \tag{6}$$

Let $\langle1/x\rangle_{\rm in}$ be the mean inverse distance weighted by $-D_1/q$ inside $a$, and $\langle1/x\rangle_{\rm out}$ the mean weighted by $D_1/q$ outside. The outer weight is a net one, because of the second sign change. Then (6) reads

$$E_c\to-\frac q2\left(\left\langle\frac1x\right\rangle_{\rm in}-\left\langle\frac1x\right\rangle_{\rm out}\right)=-\frac{0.08678}2(1.4224-0.3470)=-0.04666\ \text{hartree}.$$

The last digit of $0.08678$ and of $1.4224$, like that of $a=1.7464$ used below, is uncertain by about one unit. In physical units a probability $q/Z$ moves between distances of order $1/Z$, where the Coulomb energy changes by an amount of order $Z$. The powers cancel. The factor $\frac12$ means that half of the saving in repulsion is spent elsewhere; the energy partition below shows where.

## The first correction

Suppose $D_1'(a)\ne0$. Setting $D_1+\lambda D_2=0$ at $x=a+\lambda a_1$ gives $\lambda[a_1D_1'(a)+D_2(a)]=0$ to first order, so the first zero $u_0$ satisfies

$$Zu_0=a+\frac{a_1}Z+O(Z^{-2}),\qquad a_1=-\frac{D_2(a)}{D_1'(a)} .$$

The removed fraction is $P=-\int_0^{a+\lambda a_1}(\lambda D_1+\lambda^2D_2)\,dx$. Moving the endpoint changes the first term by $O(\lambda^3)$, because $D_1$ vanishes at $a$. Thus

$$ZP=q+\frac{q_1}Z+O(Z^{-2}),\qquad q_1=-\int_0^aD_2\,dx .$$

Likewise $E_c=\epsilon_2+\epsilon_3/Z+O(Z^{-2})$, where $\epsilon_2=E_2-E_2^{\rm HF}$ and $\epsilon_3$ is the corresponding difference at third order.

I read the three coefficients from direct calculations at large $Z$, without constructing $D_2$. At $Z=40$ the differences from the limits, multiplied by 40, are

$$a_1\approx40(1.7623-1.7464)=0.64\ \text{bohr},\qquad q_1\approx40(0.08696-0.08678)=0.007,$$

$$\epsilon_3\approx40(-46.420+46.663)=9.7\ \text{millihartree}.$$

The same estimates at $Z=20$ are 0.65 bohr, 0.007 and 9.7 millihartree. Each estimate still contains a remainder of order $1/Z$ from the next term of the series, so its last digit is uncertain by about one unit. In scaled units the hole is thus somewhat wider at finite $Z$ than in the limit.

The correction also appears in the energy components. The virial theorem, $T=-E$, holds for the exact state and for Hartree-Fock, since uniform scaling keeps a product of orbitals a product. Hence $\Delta T=-E_c$. The Hellmann-Feynman theorem gives the repulsion as $Z^2\lambda\,d/d\lambda$ of the scaled energy. Acting on $\lambda^2\epsilon_2+\lambda^3\epsilon_3$, this yields

$$\Delta V_{ee}=2\epsilon_2+\frac{3\epsilon_3}Z,\qquad \Delta V_{ne}=E_c-\Delta T-\Delta V_{ee}=-\frac{\epsilon_3}Z ,$$

up to $O(Z^{-2})$. In the limit, half of the saving in repulsion pays for additional kinetic energy, and the nuclear attraction is unchanged.

## Worked example: $Z=10$

The leading law gives a hole radius of $1.7464/10=0.1746$ bohr (9.24 pm) and a displaced fraction of $0.08678/10=0.00868$. The first correction changes these to

$$u_0\approx\frac{1.7464+0.064}{10}=0.1810\ \text{bohr},\qquad P\approx\frac{0.08678+0.0007}{10}=0.00875 .$$

The direct calculation gives 0.1813 bohr and 0.00875. Relative to the direct radius, the error falls from 3.6% to about 0.1%. For the energy, $-46.66+0.97=-45.69$ millihartree, which agrees with the direct value to the digits shown.

The predicted changes in kinetic energy, nuclear attraction and repulsion are $45.69$, $-0.97$ and $-93.33+2.91=-90.42$ millihartree. The direct values are $45.69$, $-0.96$ and $-90.42$.

At $Z=2$ the expansion is less accurate. The leading radius, $1.7464/2=0.873$ bohr, is 19% below the direct 1.075 bohr. With the correction it becomes $0.873+0.64/4=1.033$ bohr, still 4% low. The energy $-46.66+4.85=-41.81$ millihartree compares with the direct $-42.04$.

The numerical check tests the limiting radius, displaced fraction and energy against extrapolated calculations at $Z=20$ and $40$.

## Where the result applies

Equation (5) describes fixed $Zu$. It does not promise uniform relative accuracy in the far tail, where the hole is very small. The argument also needs a non-degenerate $\psi_0$ common to both expansions. If several configurations are degenerate at $\lambda=0$, the exact and Hartree-Fock states can start from different functions. The intracules then need not cancel at zeroth order, and $E_c$ can contain a term proportional to $Z$ from a difference in $E_1$. Finally, $Z\to\infty$ is a limit of the non-relativistic model: electron speeds grow in proportion to $Z$, so a real ion of high charge requires a relativistic treatment. The Dirac $1s$ mean radius is smaller than the non-relativistic one by about $(Z\alpha)^2/3$, with $\alpha$ the fine-structure constant. That is 0.18% at $Z=10$ and 2.9% at $Z=40$, so the 0.1% agreement in the worked example refers to the model and not to the real ion.

## Calculated quantities

```
E1 (scaled, hartree)                      0.625000
E2 exact, degree 7 (hartree)              -0.1576634
E2 exact, degree 9 (hartree)              -0.1576658
E2 Hartree-Fock, closed form (hartree)    -0.1110032
E2 Hartree-Fock, SCF differences (hartree) -0.1110029
limit of correlation energy (millihartree) -46.663
limit of correlation energy (eV)          -1.2698
half integral of D1/x (millihartree)      -46.663
a = limit of Z * first zero (bohr)        1.7464
q = limit of Z * removed pair fraction    0.08678
mean 1/x inside the zero (1/bohr)         1.4224
mean 1/x outside the zero (1/bohr)        0.3470
a from Z=20,40 extrapolation (bohr)       1.7459
q from Z=20,40 extrapolation              0.08678
energy from Z=20,40 (millihartree)        -46.662
Z= 2: zero 1.07480 bohr, Z*zero 2.1496 bohr, removed 0.046207, Z*removed 0.09241, Ec -42.044 millihartree
Z= 5: zero 0.37688 bohr, Z*zero 1.8844 bohr, removed 0.017675, Z*removed 0.08838, Ec -44.737 millihartree
Z=10: zero 0.18125 bohr, Z*zero 1.8125 bohr, removed 0.008752, Z*removed 0.08752, Ec -45.693 millihartree
Z=20: zero 0.08894 bohr, Z*zero 1.7787 bohr, removed 0.004357, Z*removed 0.08714, Ec -46.177 millihartree
Z=40: zero 0.04406 bohr, Z*zero 1.7623 bohr, removed 0.002174, Z*removed 0.08696, Ec -46.420 millihartree
Z=10 law: zero (bohr)                     0.17464
Z=10 law: zero (pm)                       9.242
Z=10 law: removed pair fraction           0.008678
Z=10 exact minus HF (millihartree): kinetic 45.692, nuclear -0.963, repulsion -90.422
Z=40 exact minus HF (millihartree): kinetic 46.418, nuclear -0.242, repulsion -92.596
D1 at x=0.5 bohr (1/bohr): degree 7 -6.204e-02, degree 9 -6.201e-02
D1 at x=1.0 bohr (1/bohr): degree 7 -8.321e-02, degree 9 -8.321e-02
D1 at x=1.5 bohr (1/bohr): degree 7 -3.006e-02, degree 9 -3.015e-02
D1 at x=2.0 bohr (1/bohr): degree 7 2.448e-02, degree 9 2.450e-02
D1 at x=3.0 bohr (1/bohr): degree 7 4.379e-02, degree 9 4.382e-02
D1 at x=4.0 bohr (1/bohr): degree 7 1.776e-02, degree 9 1.770e-02
D1 at x=5.0 bohr (1/bohr): degree 7 3.547e-03, degree 9 3.562e-03
D1 at x=6.0 bohr (1/bohr): degree 7 2.552e-05, degree 9 4.106e-05
D1 at x=7.0 bohr (1/bohr): degree 7 -2.829e-04, degree 9 -2.860e-04
second zero of D1, degree 7 (bohr, nan if none) 6.024
second zero of D1, degree 9 (bohr, nan if none) 6.038
Z * pair fraction missing beyond first zero 5.689e-04
```
